# Two-Carrier Hall Coefficient and Its Zero in a Metallic Silicide

A model silicide film, 50 nm thick, holds $1.0\times10^{22}$ electrons and $2.25\times10^{22}$ holes per cm³. At 300 K its resistivity is 13.9 μΩ cm. With 1 mA along the film and 1 T across it, the holes alone would give a Hall voltage of 5.5 μV. The two carriers together give zero. At 200 K the voltage is −0.24 μV and at 400 K it is +0.14 μV, although neither density has changed. These values leave out scattering at the film surfaces, which is sized near the end.

The explanation is the low-field Hall coefficient of a two-carrier metal,

$$R_H=\frac{p\mu_h^2-n\mu_e^2}{e\,(p\mu_h+n\mu_e)^2}. \tag{1}$$

Here $n$ and $p$ are the electron and hole densities, $\mu_e$ and $\mu_h$ are their mobilities, both positive, and $e>0$. The magnetic field $B$ points along $z$, the current flows along $x$, and $R_H=E_y/(j_xB)$ is taken with $j_y=0$. Low field means $\mu_eB\ll1$ and $\mu_hB\ll1$. Equation (1) is derived below in two ways, first from the forces on an average carrier and then from the orbits of electrons on the Fermi surface.

## First derivation: balance of forces

**Equations of motion.** Each sheet of the Fermi surface is assumed closed, parabolic and isotropic, with one relaxation time $\tau$. An electron near a band bottom has velocity $\mathbf v=\hbar\mathbf k/m_e$ and obeys $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$, so that

$$m_e\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B).$$

Near a band top the energy is $\varepsilon_0-\hbar^2k^2/2m_h$ with $m_h>0$, and the velocity is $\mathbf v=-\hbar\mathbf k/m_h$. The same law for $\mathbf k$ now gives

$$m_h\dot{\mathbf v}=+e(\mathbf E+\mathbf v\times\mathbf B).$$

A full band carries no current, so the current of the occupied states, $-e\sum_{\rm occ}\mathbf v$, equals $+e\sum_{\rm empty}\mathbf v$. The empty states therefore act as carriers of charge $+e$ and positive mass.

Collisions remove the mean momentum at the rate $m\mathbf v/\tau$. In the steady state this balances the force. With $\mu=e\tau/m$ for each sheet,

$$\mathbf v_h=\mu_h(\mathbf E+\mathbf v_h\times\mathbf B),\qquad \mathbf v_e=-\mu_e(\mathbf E+\mathbf v_e\times\mathbf B).$$

**Conductivities.** Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$, the hole equations are

$$v_x=\mu_h(E_x+v_yB),\qquad v_y=\mu_h(E_y-v_xB).$$

Inserting the second into the first gives $v_x(1+\mu_h^2B^2)=\mu_hE_x+\mu_h^2BE_y$. Inserting the first into the second gives $v_y(1+\mu_h^2B^2)=\mu_hE_y-\mu_h^2BE_x$. The electron result follows on replacing $\mu_h$ by $-\mu_e$. The total current is $\mathbf j=ep\mathbf v_h-en\mathbf v_e$, from which

$$\sigma_{xx}=e\left[\frac{p\mu_h}{1+\mu_h^2B^2}+\frac{n\mu_e}{1+\mu_e^2B^2}\right],$$

$$\sigma_{xy}=eB\left[\frac{p\mu_h^2}{1+\mu_h^2B^2}-\frac{n\mu_e^2}{1+\mu_e^2B^2}\right],$$

with $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$. In $\sigma_{xx}$ the electron's negative charge and its reversed drift cancel, so the terms add. In $\sigma_{xy}$ the velocity contains $\mu^2$, which does not change sign, and the sign of the charge survives.

**Open circuit.** The condition $j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y=0$ gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. Then $j_x=\sigma_{xx}E_x+\sigma_{xy}E_y=E_x(\sigma_{xx}^2+\sigma_{xy}^2)/\sigma_{xx}$, and

$$R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)}. \tag{2}$$

To first order in $B$ the numerator is $\sigma_{xy}=eB(p\mu_h^2-n\mu_e^2)$, while $\sigma_{xx}=e(p\mu_h+n\mu_e)$ and $\sigma_{xy}^2$ is of second order. This is equation (1).

**Any field.** The denominator of (2) is the squared modulus of $\sigma_{xx}+i\sigma_{xy}$. Because $(1+i\mu_hB)/(1+\mu_h^2B^2)=1/(1-i\mu_hB)$, and likewise for electrons with the opposite sign,

$$\sigma_{xx}+i\sigma_{xy}=e\left[\frac{p\mu_h}{1-i\mu_hB}+\frac{n\mu_e}{1+i\mu_eB}\right]
=e\,\frac{p\mu_h+n\mu_e+i(p-n)\mu_h\mu_eB}{(1-i\mu_hB)(1+i\mu_eB)}.$$

Putting $\sigma_{xy}$ over the common denominator $(1+\mu_h^2B^2)(1+\mu_e^2B^2)$, which also divides the squared modulus and cancels, leaves

$$R_H(B)=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2}{e\left[(p\mu_h+n\mu_e)^2+(p-n)^2\mu_h^2\mu_e^2B^2\right]}. \tag{3}$$

For $p\ne n$ the high-field limit is $1/[e(p-n)]$, which depends on the densities and not on the mobilities. For $p=n$ the field drops out and

$$R_H=\frac{\mu_h-\mu_e}{en(\mu_h+\mu_e)}.$$

Equal densities thus do not suffice for a zero; the mobilities must be equal too.

## Second derivation: orbits on the Fermi surface

**Current from past paths.** Let every particle be an electron of charge $-e$, in whichever band. Collisions at the rate $1/\tau$ return electrons to the equilibrium distribution $f_0(\varepsilon)$. An electron now in state $\mathbf k$ had its last collision between $u$ and $u+du$ ago with probability $e^{-u/\tau}du/\tau$. Since then the electric field has given it the energy

$$w(u)=-e\,\mathbf E\cdot\int_0^u\mathbf v(-u')\,du'.$$

The magnetic force does no work. The occupation is that of the energy at the last collision, $f_0(\varepsilon-w)\approx f_0-f_0'w$. Averaging over $u$ and integrating by parts, with $w(0)=0$,

$$\delta f=-f_0'\int_0^\infty\frac{du}{\tau}e^{-u/\tau}w(u)=-f_0'\,(-e)\,\mathbf E\cdot\int_0^\infty\mathbf v(-u)e^{-u/\tau}du.$$

The current $-e\int\mathbf v\,\delta f\,d^3k/4\pi^3$, with both spins counted, yields

$$\sigma_{ij}=e^2\int\frac{d^3k}{4\pi^3}(-f_0')\,v_i\int_0^\infty v_j(-u)\,e^{-u/\tau}du. \tag{4}$$

To first order in $\mathbf E$, the paths in (4) are those in the magnetic field alone.

**First order in the magnetic field.** Let $s=+1$ at a band bottom and $s=-1$ at a band top, so that $\mathbf v=s\hbar\mathbf k/m$. Then $\dot{\mathbf v}=-s(e/m)\mathbf v\times\mathbf B$, whose $y$ component is $+s(eB/m)v_x$. Looking back in time,

$$v_y(-u)=v_y-s\frac{eB}{m}u\,v_x .$$

The term $v_xv_y$ averages to zero over the sheet. The integrals over $u$ are $\int_0^\infty e^{-u/\tau}du=\tau$ and $\int_0^\infty u\,e^{-u/\tau}du=\tau^2$. What remains is the Fermi-surface average of $v_x^2$. For a band bottom, $f_0'v_x=\hbar^{-1}\partial f_0/\partial k_x$, and an integration by parts gives

$$\int\frac{d^3k}{4\pi^3}(-f_0')v_x^2=\frac1\hbar\int\frac{d^3k}{4\pi^3}f_0\frac{\partial v_x}{\partial k_x}=\frac{N}{m},$$

where $N$ is the density of the sheet. At a band top the same steps with $1-f_0$ in place of $f_0$ bring two minus signs, one from $1-f_0$ and one from the curvature, and the result is again $N/m$. Therefore

$$\sigma_{xx}=\frac{e^2\tau N}{m}=eN\mu,\qquad \sigma_{xy}=-s\,\frac{e^3\tau^2BN}{m^2}=-s\,eN\mu^2B.$$

Adding $s=+1$ with density $n$ and $s=-1$ with density $p$ gives the low-field conductivities found before, and (2) gives (1). The positive Hall sign of holes now comes from the curvature of the band; no positive charge was introduced.

The orbits in (4) were also integrated numerically, without the expansion in $B$, for the example at 200, 300 and 400 K in 1 T. The resulting $R_H$ differs from (1) by less than $10^{-5}$ of $R_0$, the single-sheet contribution defined next.

## Where the zero lies and how sharp it is

Equation (1) vanishes when

$$\frac{\mu_e}{\mu_h}=\sqrt{\frac pn}. \tag{5}$$

Both densities may be as large as one likes. Let $f=p\mu_h/(p\mu_h+n\mu_e)$ be the hole share of the conductivity. Since $p\mu_h^2=(p\mu_h)^2/p$,

$$R_H=\frac{f^2}{ep}-\frac{(1-f)^2}{en}.$$

Each sheet's own Hall coefficient is weighted by the square of its share. At the zero $f/\sqrt p=(1-f)/\sqrt n$, so $f=\sqrt p/(\sqrt p+\sqrt n)$, and the two contributions are $\pm R_0$ with

$$R_0=\frac{1}{e(\sqrt p+\sqrt n)^2}.$$

In the example $\sqrt{p/n}=1.5$. At 300 K the mobilities are $\mu_e=18$ and $\mu_h=12$ cm²/Vs, also in the ratio 1.5. The hole share is $27/(27+18)=0.6$. The holes contribute $0.6^2\times27.74=9.99$ and the electrons $-0.4^2\times62.42=-9.99$, in units of $10^{-5}$ cm³/C.

For the slope, put $\lambda=\ln(\mu_h/\mu_e)$. From $f/(1-f)=(p/n)e^\lambda$ follows $df/d\lambda=f(1-f)$, and at fixed densities

$$\frac{dR_H}{d\lambda}=\frac2e\left[\frac fp+\frac{1-f}{n}\right]f(1-f).$$

At the zero the bracket equals $(1/\sqrt p+1/\sqrt n)/(\sqrt p+\sqrt n)=1/\sqrt{pn}$, and $f(1-f)=\sqrt{pn}/(\sqrt p+\sqrt n)^2$. The slope is therefore $2R_0$. The zero is a crossing at one mobility ratio, not a range of small values.

Raising $\mu_h$ by 5% gives $R_H=0.965\times10^{-5}$ cm³/C, close to the linear estimate $2R_0\ln1.05$. Read as $1/(e|R_H|)$, this would mean $6.5\times10^{23}$ carriers per cm³, some twenty times the true total. Near the crossing, a small Hall coefficient measures the balance of the mobilities and not the number of carriers.

## Why temperature moves the balance

Each inverse mobility in the example is a residual part plus a phonon part linear in $T$. The linear law is a simplification: in a metal with a high Debye temperature the phonon part falls faster than this on cooling below 300 K, and the effect depends on how the two sheets share this fall. If the phonon part falls by the same factor in both, the Hall coefficient at 200 K becomes more negative than the value given here and the shifted crossings found below move closer to 300 K. If it falls sufficiently faster for the holes, as it can when their larger Fermi radius gives them a higher cutoff temperature, both changes can reverse. The residual mobilities are 90 and 36 cm²/Vs for electrons and holes; the phonon mobilities at 300 K are 22.5 and 18 cm²/Vs. With $t=T/300\ \mathrm K$,

$$\frac{\mu_e}{\mu_h}=\frac{1/36+t/18}{1/90+t/22.5}=\frac{2.5+5t}{1+4t}.$$

The ratio falls from 2.5 at low temperature towards 1.25 at high temperature and passes 1.5 at $t=1$. Below 300 K the electrons are too mobile for balance and $R_H<0$; above it the holes prevail. At 200 K $R_H=-1.19\times10^{-5}$ cm³/C, and at 400 K it is $+0.71\times10^{-5}$ cm³/C. If both sheets had the same proportion of residual to phonon scattering, the ratio would be constant and temperature would not produce a crossing. In this model a crossing needs $\sqrt{p/n}$ between 1.25 and 2.5.

## What the carriers do at the zero

The Lorentz force still acts. Holes and electrons drift in opposite directions along the film and have opposite charges, so both are pushed towards $-y$. With $E_y=0$ and to first order in $B$, their particle fluxes along $y$ are $-p\mu_h^2BE_x$ and $-n\mu_e^2BE_x$. Condition (5) makes these equal, and the charge currents cancel. For a film 10 μm wide, the field along it is 2.77 V/cm, and each flux is $9.0\times10^{20}$ cm⁻² s⁻¹.

The fluxes cannot pass through the edge. Near one edge electrons must scatter into the empty states of the hole sheet, and near the other edge the reverse must happen. The uniform solution therefore assumes that transfer between the sheets takes place within a length $L$ much smaller than the film width $W$.

The error can be found at the zero itself. Let $\phi_h$ and $\phi_e$ be the electrochemical potentials of the sheets in volts, $D=\phi_h-\phi_e$, $\sigma_h$ and $\sigma_e$ their conductivities, and $J=ep\mu_h^2BE_x$. The transverse charge currents are

$$j_h=-\sigma_h\phi_h'-J,\qquad j_e=-\sigma_e\phi_e'+J,$$

and transfer gives $j_h'=-gD$, $j_e'=gD$. Hence $\sigma_h\phi_h''=gD$ and $\sigma_e\phi_e''=-gD$, so $D''=D/L^2$ with $L^{-2}=g(1/\sigma_h+1/\sigma_e)$. At $y=\pm W/2$ both currents vanish, which fixes $D'=-J(1/\sigma_h+1/\sigma_e)$ there and

$$D=-J\left(\frac1{\sigma_h}+\frac1{\sigma_e}\right)L\,\frac{\sinh(y/L)}{\cosh(W/2L)}.$$

The sum $j_h+j_e$ is constant and zero, so $\phi_h'=D'\sigma_e/(\sigma_h+\sigma_e)$. A probe coupled to the holes alone then reads a voltage of magnitude $(J/\sigma_h)\,2L\tanh(W/2L)$. Holes without electrons, at the same $E_x$, would give $(J/\sigma_h)W$. The ratio is $(2L/W)\tanh(W/2L)$.

Suppose an electron's transfer takes ten times its scattering time, an assumed value. With free path $l=7.9$ nm its diffusion length is $l\sqrt{10/3}=14$ nm. This keeps only the term $g/\sigma_e$ in $L^{-2}$, so it is an upper estimate of $L$. For $W=10$ μm the ratio is then about 0.3% or less. The diffusion picture is rough here, because $L$ is comparable to the free path: with both terms kept it is $14\sqrt{0.6}\approx11$ nm, about 1.4 free paths.

## What each derivation assumes

Both derivations use a relaxation time, closed sheets, a uniform sample and fast transfer between sheets. They differ in what they can relax.

The force balance gives every carrier of a sheet the same mobility. In return it yields (3) at any field for which the carriers still move classically. At the zero, $p\mu_h^2=n\mu_e^2$, and the leading field correction in (3) is $R_H/R_0=(1-n/p)\mu_e^2B^2$. Even at 10 T, where $\mu_eB=0.018$, this is $1.8\times10^{-4}$.

The orbit derivation was carried to first order in $B$, but it resolves the individual states. Averaging over unequal states replaces $\mu^2$ in $\sigma_{xy}$ by $r\mu^2$, with a Hall factor $r$ for each sheet, while $\mu$ remains the mobility that enters $\sigma_{xx}$. Condition (5) becomes

$$p\,r_h\mu_h^2=n\,r_e\mu_e^2. \tag{6}$$

**Anisotropic mass.** Suppose the electrons occupy three equal ellipsoids along the cubic axes, with mass $Km_t$ along the axis, $m_t$ across it, and one $\tau$. The steps after (4) now give $\sigma_{xx}\propto\langle1/m_x\rangle$ and $\sigma_{xy}\propto\langle1/(m_xm_y)\rangle$, averaged over the ellipsoids:

$$\left\langle\frac1{m_x}\right\rangle=\frac{2K+1}{3Km_t},\qquad \left\langle\frac1{m_xm_y}\right\rangle=\frac{K+2}{3Km_t^2},$$

$$r_e=\frac{3K(K+2)}{(2K+1)^2}=1-\frac{(K-1)^2}{(2K+1)^2}.$$

For $K=3$, $r_e=45/49=0.918$. With isotropic holes and unchanged mobilities, $R_H$ at 300 K is no longer zero but $(1-r_e)R_0=0.82\times10^{-5}$ cm³/C. The required mobility ratio rises to $1.5/\sqrt{r_e}=1.565$, and the crossing moves to 222 K. Equal Hall factors in both sheets would leave the crossing where it was.

**Thermal spread.** If $\tau$ depends on energy, $r=\langle\tau^2\rangle/\langle\tau\rangle^2$, which exceeds 1 by the relative variance of $\tau$. The weight $-f_0'$ has energy variance $(\pi^2/3)(k_BT)^2$, so for $\tau\propto\varepsilon^q$ one finds $r-1\approx(\pi^2/3)q^2(k_BT/E_F)^2$ to leading order. With the free-electron mass, $E_F=1.69$ eV for the electrons. A constant free path has $q=-1/2$, and $r-1=1.9\times10^{-4}$ at 300 K.

**Film surfaces.** A diffuse surface cuts the past path in (4). For an electron at distance $z$ from the surface it left, moving at angle $\theta$ to the normal, the cut comes at $u=a\tau$ with $a=z/(lc)$ and $c=|\cos\theta|$. The time integrals become $\tau(1-e^{-a})$ and $\tau^2[1-(1+a)e^{-a}]$. For thickness $d\gg l$, averaging over $z$ gives relative losses $lc/d$ and $2lc/d$. The weight $v_x^2$ gives $\langle c\rangle=\tfrac32\int_0^1(1-c^2)c\,dc=\tfrac38$. Thus $\sigma_{xx}$ of each sheet is multiplied by $1-3l/8d$ and $\sigma_{xy}$ by $1-3l/4d$. The free paths are 7.9 nm for electrons and 6.9 nm for holes. Since they are nearly equal, most of the loss cancels, and $R_H/R_0$ at 300 K is 0.017 instead of zero. The remainder still matters near the crossing, which moves to about 280 K. At 200 K, where the free paths are longer, the Hall voltage becomes −0.17 μV instead of −0.24 μV. The resistivity at 300 K rises by about 6%.

## The model beside a real silicide

The parameters are round values chosen to give a resistivity near that of low-resistivity silicide films such as C54 TiSi₂, whose room-temperature resistivity is very roughly 15 μΩ cm. The densities and mobilities are not fitted to that material, and the crossing at 300 K was arranged by the choice of parameters. The densities could not be those of that compound. It has an even number of valence electrons per primitive cell, 24 in about 85 Å³, so closed sheets require $p-n$ to be an even number per cell, zero for a compensated metal, whereas the model has about one. A single hole sphere of the model's size, with Fermi radius 0.87 Å⁻¹, would also reach beyond the nearest zone face at about 0.73 Å⁻¹. For $p=n$ the zero needs $r_h\mu_h^2=r_e\mu_e^2$, not a mobility ratio of 1.5. Real silicide sheets are not spheres, and C54 TiSi₂ is not cubic. Among the corrections sized here, mass anisotropy is the largest for the chosen $K$ (below $K\approx1.5$ the film surfaces would outweigh it): the assumed $K=3$ in one sheet shifts the crossing by almost 80 K with the linear phonon law. A prediction for a given silicide therefore needs its actual Fermi surface and scattering rates.

Measurement near the crossing also needs care. At 200 K the resistivity is 10.5 μΩ cm and the field along the film is 2.1 V/cm. Hall probes misaligned by 10 nm then pick up 2.1 μV, about nine times the Hall voltage at that temperature when surface scattering is left out; with it included the resistivity is about 8% higher, the offset is 2.3 μV and the ratio is about thirteen. The Hall voltage is odd in $B$ and this offset is even, so half the difference between readings at $+B$ and $-B$ removes it, provided current and temperature are held fixed. The numerical output lists the remaining values.

## Table of computed values

```
electron density n = 1.000e+22 cm^-3
hole density p = 2.250e+22 cm^-3
electron residual mobility = 90.0 cm2/Vs
electron phonon mobility, 300 K = 22.5 cm2/Vs
hole residual mobility = 36.0 cm2/Vs
hole phonon mobility, 300 K = 18.0 cm2/Vs
film thickness = 50 nm
film width = 10000 nm
current = 1.0 mA, field = 1.0 T
T = 200 K: mu_e = 24.55, mu_h = 15.43 cm2/Vs
  resistivity = 10.53 uOhm cm
  R_H = -1.189 e-5 cm3/C
  Hall voltage = -0.238 uV
T = 300 K: mu_e = 18.00, mu_h = 12.00 cm2/Vs
  resistivity = 13.87 uOhm cm
  R_H = 0.000 e-5 cm3/C
  Hall voltage = 0.000 uV
T = 400 K: mu_e = 14.21, mu_h = 9.82 cm2/Vs
  resistivity = 17.19 uOhm cm
  R_H = 0.708 e-5 cm3/C
  Hall voltage = 0.142 uV
temperature of the zero = 300.0 K
mobility ratio mu_e/mu_h at 300 K = 1.500
sqrt(p/n) = 1.500
hole share of conductivity, 300 K = 0.600
hole contribution to R_H = 9.986 e-5 cm3/C
electron contribution to R_H = -9.986 e-5 cm3/C
holes alone: 1/(ep) = 27.740 e-5 cm3/C
electrons alone: -1/(en) = -62.415 e-5 cm3/C
holes alone: voltage = 5.548 uV
slope dR_H/dln(mu_h/mu_e) = 19.973 e-5 cm3/C
R_H with mu_h raised 5% = 0.965 e-5 cm3/C
false one-carrier density = 6.47e+23 cm^-3
current density = 2.00e+05 A/cm2
field along the film = 2.774 V/cm
hole flux along y = -8.988e+20 cm^-2 s^-1
electron flux along y = -8.988e+20 cm^-2 s^-1
mu_e B at 1 T = 1.80e-03 (no unit)
finite field, 10 T: R_H/R0 = 1.80e-04 (no unit)
electron mass ratio K = 3.0, Hall factor = 0.9184
mass anisotropy: R_H = 0.815 e-5 cm3/C
mass anisotropy: R_H/R0 = 0.0816 (no unit)
mass anisotropy: zero moves to 222.4 K
electron Fermi energy, free mass = 1.693 eV
thermal energy at 300 K = 0.0259 eV
thermal Hall factor minus 1 = 1.92e-04 (no unit)
free paths: e 7.90 nm, h 6.90 nm
film surfaces: R_H/R0 = 0.0167 (no unit)
transfer time / scattering time = 10 (no unit)
transfer length L = 14.4 nm
edge fraction of hole-only voltage = 2.88e-03
```
